# Electronic Thermal Conductance at Open Circuit and at Zero Voltage

A quantum dot sits between two electron reservoirs, and the left one is warmed slightly. Heat flows through the dot. If the reservoirs are joined by an external wire that holds them at the same voltage, a charge current generally flows as well. If the wire is cut, charge piles up until a voltage stops the current. The temperature difference is the same in both cases. Is the heat flow the same?

## The belief and its appeal

The belief is that the electronic thermal conductance is the electronic heat current per kelvin at zero voltage. There is much to be said for it. Conductance is found by applying a voltage at equal temperatures, so it seems natural to find thermal conductance by applying a temperature difference at equal voltages. The result is a single integral over energy, and in an ordinary metal it is very nearly right.

The zero-voltage quantity, called $K_0$ here, is also a real property: it describes a short-circuited sample. But an electrically isolated sample carries no current, and its thermal conductance $K$ is smaller whenever the thermopower is not zero:

$$K=K_0-GS^2T .$$

Here $G$ is the conductance, $S$ the thermopower and $T$ the mean temperature. For a sufficiently narrow level a few $kT$ from the chemical potential, the subtraction removes nearly everything.

## Currents through a coherent conductor

Electrons cross without exchanging energy inside the conductor, and interactions enter at most through a mean field. An electron of energy $E$ is transmitted with probability $\tau(E)$. One spin-resolved channel is considered. The particle current from left to right is

$$N=\frac1h\int\tau(E)\,[f_L(E)-f_R(E)]\,dE ,$$

where $f_L$ and $f_R$ are the Fermi functions of the reservoirs. An electron leaving a reservoir of chemical potential $\mu$ removes the heat $E-\mu$, so the heat current $J$ has the extra factor $E-\mu$ in the integrand. Whether $\mu$ is taken from the left, from the right or as the mean matters only at second order in the applied differences, which is dropped.

Let $\Delta T=T_L-T_R$ and $\Delta\mu=\mu_L-\mu_R$, with $\Delta T\ll T$ and $|\Delta\mu|\ll kT$. The Fermi function depends on $(E-\mu)/kT$, so

$$\frac{\partial f}{\partial\mu}=w(E),\qquad \frac{\partial f}{\partial T}=\frac{E-\mu}{T}\,w(E),\qquad w(E)=-\frac{\partial f}{\partial E}.$$

The weight $w$ is positive, symmetric about $\mu$, a few $kT$ wide, and integrates to one. To first order,

$$f_L-f_R=w(E)\left[\Delta\mu+(E-\mu)\frac{\Delta T}{T}\right].$$

With the moments $M_n=\int\tau(E)(E-\mu)^n w(E)\,dE$, the currents become

$$hN=M_0\Delta\mu+M_1\frac{\Delta T}{T},\qquad hJ=M_1\Delta\mu+M_2\frac{\Delta T}{T}.$$

The electron charge is $-e$, so the charge current is $I=-eN$ and the voltage difference $\Delta V=V_L-V_R$ obeys $\Delta\mu=-e\Delta V$. At equal temperatures, $I=e^2M_0\Delta V/h$, hence

$$G=\frac{e^2M_0}{h}.$$

At zero voltage, $\Delta\mu=0$ and

$$K_0=\frac{J}{\Delta T}=\frac{M_2}{hT}.$$

## What cutting the wire does

At open circuit $N=0$, and the first current equation gives

$$\Delta\mu=-\frac{M_1}{M_0}\frac{\Delta T}{T}.$$

The thermopower is defined by $S=-\Delta V/\Delta T$ at zero current. Since $\Delta V=-\Delta\mu/e$,

$$S=\frac{\Delta\mu}{e\,\Delta T}=-\frac{M_1}{eTM_0}.$$

Inserting the same $\Delta\mu$ into the heat current gives

$$K=\frac{1}{hT}\left(M_2-\frac{M_1^2}{M_0}\right).$$

The subtracted term is the thermoelectric one, because

$$GS^2T=\frac{e^2M_0}{h}\,\frac{M_1^2}{e^2T^2M_0^2}\,T=\frac{M_1^2}{hTM_0}.$$

This proves $K=K_0-GS^2T$ for any $\tau(E)$ with $M_0>0$, within linear response.

The two conductances have a simple statistical reading. Treat $\tau w/M_0$ as a probability distribution of the transported energy, with averages written $\langle\cdot\rangle$. Then

$$K_0=\frac{M_0}{hT}\left\langle(E-\mu)^2\right\rangle,\qquad K=\frac{M_0}{hT}\left[\langle E^2\rangle-\langle E\rangle^2\right].$$

The first contains the mean square energy measured from $\mu$; the second contains the variance. If all carriers had one energy, a vanishing net particle current would mean a vanishing net energy current, wherever that energy lay. The variance expresses this; the mean square does not.

For a narrow level above $\mu$ the mechanism is easy to follow. The hot side has more electrons at the level's energy, so electrons move to the cold side. The hot side becomes positive, its chemical potential falls, and the flow stops when both Fermi functions agree at the level.

## Why it matters for a heat engine

Now let both a current and a temperature difference be present. Solving the particle equation for $\Delta\mu$ and inserting it into the heat equation gives

$$J=\frac{M_1}{M_0}N+K\Delta T=STI+K\Delta T .$$

The last form uses $M_1/M_0=-eTS$ and $N=-I/e$. The open-circuit $K$ is therefore the heat leak that remains after the heat tied to the current has been counted. Using $K_0$ in its place would add $GS^2T\,\Delta T$ to the leak. That is the thermoelectric heat of the short-circuit current $GS\,\Delta T$, whatever current actually flows.

The charge current is $I=G(\Delta V+S\Delta T)$, so the power delivered to a load is

$$P=-I\Delta V=IS\Delta T-\frac{I^2}{G}.$$

Write $I=jGS\Delta T$ and define the figure of merit $Z=GS^2T/K$, a pure number that already contains $T$. Then

$$P=GS^2\Delta T^2\,j(1-j),\qquad J=GS^2T\,\Delta T\left(j+\frac1Z\right).$$

Dividing $P/J$ by the Carnot efficiency $\Delta T/T$ gives the relative efficiency

$$r=\frac{Zj(1-j)}{1+Zj}.$$

Setting $dr/dj=0$ requires $(1-2j)(1+Zj)-Zj(1-j)=0$, which reduces to $1-2j-Zj^2=0$. With $q=\sqrt{1+Z}$ the positive root is $j=(q-1)/Z=1/(q+1)$. Then $Zj=q-1$ and $1-j=q/(q+1)$, so

$$r_{\max}=\frac{(q-1)\,q/(q+1)}{q}=\frac{q-1}{q+1}.$$

If $K_0$ is used by mistake, the apparent figure of merit is

$$z_0=\frac{GS^2T}{K_0}=\frac{K_0-K}{K_0}=1-\frac{K}{K_0}.$$

A variance cannot be negative, so $z_0\le1$ for every transmission function. The mistake imposes a ceiling that does not exist: the electronic figure of merit is

$$\frac{GS^2T}{K}=\frac{z_0}{1-z_0},$$

which grows without bound as $z_0$ approaches one.

## Why metals hide the difference

Suppose $\tau$ changes little over a few $kT$, so that $\tau\simeq\tau_0+\tau'(E-\mu)$. Odd moments of $w$ vanish by symmetry, and its second moment is $\pi^2(kT)^2/3$. Therefore

$$M_0=\tau_0,\qquad M_1=\frac{\pi^2}{3}(kT)^2\tau',\qquad M_2=\frac{\pi^2}{3}(kT)^2\tau_0,$$

and

$$z_0=\frac{M_1^2}{M_0M_2}=\frac{\pi^2}{3}\left(\frac{kT\tau'}{\tau_0}\right)^2 .$$

A relative slope of 0.01 per $kT$ gives $S=-2.8$ µV/K and $z_0=3.3\times10^{-4}$. The two conductances then differ by 0.03 percent of $K_0$. The shortcut works here because the thermopower is small.

This limit also covers a resonance cooled at fixed width until $kT$ is far below the scale on which $\tau$ varies. The ratio $K/K_0$ then returns to one. "Narrow" therefore means at least narrow compared with $kT$; the level must also stay within a few $kT$ of $\mu$, as shown below.

A strong effect does not require a resonance. For a smooth step, $\tau=1/[1+e^{-(y-1.5)/0.3}]$ with $y=(E-\mu)/kT$, the calculation gives $K/K_0=0.19$.

## The narrow level, stated correctly

For a single level at $\varepsilon_0$ with energy-independent couplings $\Gamma_L$ and $\Gamma_R$,

$$\tau(E)=\frac{\Gamma_L\Gamma_R}{(E-\varepsilon_0)^2+\Gamma^2/4},\qquad \Gamma=\Gamma_L+\Gamma_R .$$

Let $d=\varepsilon_0-\mu$. Temperature, $d$ and the ratio $\Gamma_L/\Gamma_R$ are held fixed while $\Gamma\to0$. The peak has area $2\pi\Gamma_L\Gamma_R/\Gamma$, so to leading order

$$M_0\to\frac{2\pi\Gamma_L\Gamma_R}{\Gamma}\,w(\varepsilon_0).$$

This is of first order in $\Gamma$. The conductance itself vanishes, and any heat conductance through the level vanishes with it. The bare statement that $K$ "drops to zero" therefore says little; the rate matters.

A variance does not depend on the origin of energy, so measure energies from $\varepsilon_0$. With $A_n=\int\tau(E-\varepsilon_0)^n w\,dE$,

$$A_1=M_1-dM_0,\qquad A_2=M_2-2dM_1+d^2M_0 .$$

Expanding the square shows that the terms in $d$ cancel:

$$A_2-\frac{A_1^2}{M_0}=M_2-2dM_1+d^2M_0-\frac{M_1^2}{M_0}+2dM_1-d^2M_0=M_2-\frac{M_1^2}{M_0}.$$

In $A_2$ the factor $(E-\varepsilon_0)^2$ cancels the denominator of $\tau$ except within about $\Gamma$ of the peak, so $A_2\to\Gamma_L\Gamma_R\int w\,dE=\Gamma_L\Gamma_R$. In $A_1$ the two sides of the peak are paired:

$$A_1\to\Gamma_L\Gamma_R\int_0^\infty\frac{w(\varepsilon_0+x)-w(\varepsilon_0-x)}{x}\,dx .$$

The integral is finite, so $A_1$ is of second order and $A_1^2/M_0$ of third. Hence

$$K\to\frac{\Gamma_L\Gamma_R}{hT}.$$

For $d\ne0$, invert the definitions to get $M_2=A_2+2dA_1+d^2M_0$. Its last term is of first order and the others of second, so $K_0\to d^2M_0/(hT)$ and

$$\frac{K}{K_0}\to\frac{\Gamma}{2\pi\,w(\varepsilon_0)\,d^2}.$$

The formula holds when its right side is small. It fails for a level too close to $\mu$, where $d^2$ is small, and for one too far away, where $w(\varepsilon_0)$ is exponentially small. Close to $\mu$ the tails take over $K_0$ as well. Far from $\mu$ they first take over the conductance, so that $K$ falls below $\Gamma_L\Gamma_R/(hT)$, and only farther out do they take over $K_0$.

At $d=0$ the symmetry of $\tau$ and $w$ makes $M_1=0$. Then $S=0$ and $K=K_0$ at any width. What still vanishes is the heat conductance relative to the charge conductance:

$$\frac{K}{GT}\to\frac{\Gamma}{2\pi\,w(\varepsilon_0)\,e^2T^2}.$$

The surviving heat is carried by the Lorentzian tails. For comparison, take unit transmission in a window of width $W\ll kT$ centred on $\varepsilon_0$ and zero outside. Then $M_0\simeq w(\varepsilon_0)W$, the variance is $W^2/12$, and

$$K\to\frac{w(\varepsilon_0)W^3}{12hT}.$$

Without tails, the fall is cubic instead of quadratic.

## A dot at one kelvin

Take $T=1$ K, so $kT=86.17$ µeV, with $\Gamma_L=\Gamma_R=5$ µeV and a level 200 µeV above $\mu$. The full moments give

$$G=0.5815\ \text{µS},\qquad S=-191.8\ \text{µV/K},\qquad K_0=22.30\ \text{fW/K}.$$

The thermoelectric term is

$$GS^2T=(0.5815\times10^{-6})(191.8\times10^{-6})^2(1)\ \text{W/K}\simeq21.4\ \text{fW/K},$$

which leaves $K=0.91$ fW/K, or 4.1 percent of $K_0$. As a test, the open-circuit voltage was also found by a root search on the unlinearized currents at a very small temperature difference. It gave the same 0.9145 fW/K.

The narrow-level formula can be evaluated with the unit $k^2T/h=287.7$ fW/K:

$$\frac{\Gamma_L\Gamma_R}{hT}=\left(\frac{5}{86.17}\right)^2(287.7\ \text{fW/K})\simeq0.97\ \text{fW/K}.$$

This is 6 percent above the full value, because $\Gamma/kT$ is small but not zero.

The thermopower says that the mean transported energy is 191.8 µeV above $\mu$, not 200. The integral for $A_1$ explains the sign of the shift: for a level above $\mu$, $w(\varepsilon_0+x)$ is smaller than $w(\varepsilon_0-x)$, so the lower tail counts more. The spread follows from

$$eT\sqrt{\frac{K}{GT}}\simeq40\ \text{µeV}.$$

It is four times $\Gamma$, another sign of the tails. A window of equal area, 15.71 µeV wide, has $K=0.012$ fW/K, nearly 80 times less.

Used wrongly, $K_0$ gives a figure of merit of 0.96 and a best efficiency of 17 percent of Carnot. The electronic $K$ gives 23.4 and 66 percent. When the total width is reduced from 10 to 2.5 µeV with level and temperature fixed, $K_0$ falls from 22.30 to 5.71 fW/K, about fourfold, while $K$ falls from 0.915 to 0.060 fW/K, about fifteenfold. The electronic figure of merit rises to 95.

Moving the original level to $\mu$ gives $K=K_0=0.93$ fW/K. The open-circuit value has hardly changed; the large zero-voltage value has disappeared.

High efficiency has a price. The power is greatest at $j=1/2$, where $P=GS^2\Delta T^2/4$. For $\Delta T=0.1$ K this is about 0.05 fW, and it falls in proportion to $\Gamma$ for a narrow level.

## What a real dot adds

These parameters are rough values for the first electron level of a dot in an InAs nanowire. Tunnel couplings can be tuned over a wide range, and 5 µeV is a choice within it. A strong field of 6 T with a g-factor of 8 puts the other spin level 2.78 meV higher, about 32 $kT$. Treated without interactions, that level raises $K$ by 0.7 percent. A temperature difference of 0.1 K split evenly about 1 K, with the open-circuit voltage of 19 µV split evenly between the leads, changes $K$ by less than 0.1 percent; with the whole voltage on one lead the change stays within about 0.2 percent. Warming only the left side to 1.1 K lowers $K$ by about 4 percent, because the mean temperature rises. Higher orbital levels of the same spin matter more, because their amplitudes interfere with the tail of the first. Without interactions and with equal couplings, one such level 5 meV higher changes $K$ by about 7 percent, up or down according to the relative sign of its couplings; a level coupled four times as strongly changes it by roughly 30 percent. Interactions beyond a mean field and energy-dependent couplings are not sized here. They deserve attention because $K$ comes from weak transmission far from the peak.

The assumption that fails by a large factor is that electrons alone carry heat. A ballistic phonon mode whose frequencies start at zero carries the energy current $\int\hbar\omega\,n\,d\omega/2\pi$, where $n$ is the Bose function. Differentiating with respect to $T$ and setting $x=\hbar\omega/kT$ gives

$$K_{\text{mode}}=\frac{k^2T}{h}\int_0^\infty\frac{x^2e^x}{(e^x-1)^2}\,dx=\frac{\pi^2}{3}\frac{k^2T}{h}.$$

Integration by parts turns the integral into $2\int_0^\infty x\,dx/(e^x-1)=2\pi^2/6$. A thin wire has four such modes: one longitudinal, one torsional and two bending. Together they carry 3786 fW/K, some 4100 times the electronic $K$. This is a rough scale, since scattering lowers it and further modes raise it. Four modes suffice only while $kT$ lies well below the first higher subband, which at 1 K requires an InAs wire of about 10 nm diameter. An isotropic elastic estimate for diameters of 40 to 80 nm gives a ballistic value some 3 to 8 times larger, which would lower the figure of merit below accordingly.

With this phonon heat in parallel, the figure of merit is

$$\frac{21.38}{0.91+3786}\simeq0.0056 .$$

Replacing 0.91 by 22.30 would lower it by only 0.6 percent. For the whole wire, then, the choice between $K$ and $K_0$ hardly affects the figure of merit. It becomes decisive when the electronic heat is separated from the phonon heat, or when the phonons are suppressed enough for electrons to matter. The remaining values, including the full scan of widths, are in the numerical output.

## Computed results

```
temperature: 1 K
thermal energy kT: 86.17 micro-eV
GammaL = GammaR: 5 micro-eV
level above mu: 200 micro-eV
level above mu in kT: 2.321
unit k^2 T/h: 287.7 fW/K
conductance G: 0.5815 micro-S
thermopower S: -191.8 micro-V/K
narrow-limit S: -200 micro-V/K
K0 at zero voltage: 22.3 fW/K
G S^2 T: 21.38 fW/K
K at open circuit: 0.9145 fW/K
K by direct root search: 0.9145 fW/K
narrow-limit K = GammaL GammaR/(hT): 0.9685 fW/K
K/K0: 0.04101
narrow-limit K/K0: 0.04212
K/(G T) over Sommerfeld value: 0.06438
figure of merit with K0 (wrong): 0.959
figure of merit with K (electrons only): 23.38
scan of total width at fixed level:
 Gamma 40 micro-eV: K0 81.71 fW/K, K 12.46 fW/K, K/K0 0.1525, merit 5.558
 Gamma 10 micro-eV: K0 22.3 fW/K, K 0.9145 fW/K, K/K0 0.04101, merit 23.38
 Gamma 2.5 micro-eV: K0 5.705 fW/K, K 0.05966 fW/K, K/K0 0.01046, merit 94.62
 Gamma 0.625 micro-eV: K0 1.434 fW/K, K 0.003769 fW/K, K/K0 0.002628, merit 379.6
level at mu: K0: 0.9257 fW/K
level at mu: K: 0.9257 fW/K
box of equal area: width: 15.71 micro-eV
box of equal area: K: 0.01181 fW/K
flat channel: relative slope per kT: 0.01
flat channel: S: -2.835 micro-V/K
flat channel: G S^2 T/K0: 0.000329
smooth step: K/K0: 0.189
g-factor: 8
magnetic field: 6 T
Zeeman splitting: 2.778 meV
change of K by other spin level: 0.67 percent
large temperature difference: 0.1 K
open-circuit voltage size there: 19.18 micro-V
change of K at that difference: 0.074 percent
four ballistic phonon modes: 3786 fW/K
phonon heat over electronic K: 4139
figure of merit with phonons: 0.005647
```
